\section*{Dielectric constant and self-consistent exchange fraction in a two-band model}

\section{Problem}

A simple cubic crystal with lattice constant $a$ and cell volume $\Omega=a^3$ has one dimer per cell. Its two equivalent sites, $A$ at $z=+d/2$ and $B$ at $z=-d/2$, carry one orbital each, and the cell holds two electrons. Each orbital has the Gaussian density
\begin{equation}
g(\mathbf r)=(2\pi\sigma^2)^{-3/2}e^{-r^2/2\sigma^2}.
\end{equation}
Products of orbitals on different sites are neglected (zero differential overlap), and electrons do not hop between cells. The bonding and antibonding levels therefore form two flat bands. Hartree atomic units are used.

The crystal is treated with a hybrid mean field containing the Hartree potential and a fraction $\alpha$ of nonlocal exchange. Without exchange the gap is $\Delta_0$, so the hopping element is $-\Delta_0/2$. The semilocal potential takes equal values on the two equivalent sites and does not affect the gap; its response to a field is left out. The fraction is to obey
\begin{equation}
\alpha=\frac{1}{\varepsilon(\alpha)},
\label{eq:condition}
\end{equation}
where $\varepsilon(\alpha)$ is the static electronic dielectric constant along $z$, computed in the ground state of the hybrid with that same $\alpha$. Three levels are to be compared:
\begin{itemize}
\item IP: independent particles respond to the macroscopic field alone;
\item RPA: the microscopic Hartree potential responds as well;
\item XK: the nonlocal exchange potential responds too.
\end{itemize}
IP is the head of the matrix $1-v\chi_0$, that is, RPA without local fields. RPA here means $1/(\varepsilon^{-1})_{00}$, with local fields.

Find $\varepsilon$, $\alpha$ and the gap at each level for $\Delta_0=0.20$ hartree, $d=2.5$, $\sigma=0.9$ and $a=5.5$ bohr. These are round model parameters and describe no particular material.

\section{A tempting solution}

\subsection{The gap}

Let $U$ be the Coulomb integral of a site density with itself and $V$ that between the two sites of a dimer. In Fourier space
\begin{equation}
V=\frac{2}{\pi}\int_0^\infty\frac{\sin kd}{kd}\,e^{-\sigma^2k^2}\,dk .
\end{equation}
Differentiating $Vd$ with respect to $d$ leaves a Gaussian integral,
\begin{equation}
\frac{\partial (Vd)}{\partial d}
=\frac{2}{\pi}\int_0^\infty\cos(kd)\,e^{-\sigma^2k^2}dk
=\frac{e^{-d^2/4\sigma^2}}{\sigma\sqrt\pi}.
\end{equation}
Integrating from zero, and taking $d\to0$ for $U$, gives
\begin{equation}
V=\frac{\operatorname{erf}(d/2\sigma)}{d},\qquad
U=\frac{1}{\sigma\sqrt\pi}.
\end{equation}
For the given parameters $U=0.6269$ and $V=0.3802$ hartree.

The exchange potential has matrix elements $-\alpha UP_{AA}$, $-\alpha UP_{BB}$ and $-\alpha VP_{AB}$, where $P$ is the density matrix of one spin. In the bonding state all elements of $P$ equal $1/2$. The diagonal terms shift both sites equally, while the hopping becomes $-(\Delta_0+\alpha V)/2$. The gap is twice its magnitude:
\begin{equation}
E(\alpha)=\Delta_0+\alpha V .
\label{eq:gap}
\end{equation}

\subsection{The bare response}

Let $w$ be the energy of site $A$ minus that of site $B$. Apart from a constant, the Hamiltonian of one spin is
\begin{equation}
h=\frac12\begin{pmatrix}w&-E\\-E&-w\end{pmatrix},\qquad
\lambda=-\tfrac12\sqrt{E^2+w^2},
\end{equation}
where $\lambda$ is the occupied level. By the Hellmann--Feynman theorem $2\,\partial\lambda/\partial w$ is the occupation difference of one spin. With two spins,
\begin{equation}
\delta\equiv n_A-n_B=-\frac{2w}{\sqrt{E^2+w^2}}\simeq-\frac{2w}{E}.
\label{eq:bare}
\end{equation}

An electron in a macroscopic field $F$ along $z$ has potential energy $+Fz$, so $w=Fd$. The dipole of a cell is $p=-(d/2)\delta=Fd^2/E$, and $\varepsilon=1+4\pi p/(\Omega F)$ gives
\begin{equation}
\varepsilon_{\rm IP}=1+\frac{S}{E},\qquad S=\frac{4\pi d^2}{\Omega}.
\end{equation}
Here $\Omega=166.4$ bohr$^3$ and $S=0.4721$ hartree.

\subsection{Local fields}

The induced electron density in each cell is $(\delta/2)[g(\mathbf r-\mathbf r_A)-g(\mathbf r-\mathbf r_B)]$. Its Fourier coefficients are
\begin{equation}
n_{\mathbf G}=-\frac{i\delta}{\Omega}
\sin\!\left(\frac{G_zd}{2}\right)e^{-\sigma^2G^2/2}.
\end{equation}
Multiplication by $4\pi/G^2$ gives the Hartree potential. Averaging it over each site density and subtracting $B$ from $A$ brings a factor $2i\sin(G_zd/2)e^{-\sigma^2G^2/2}$. Since $(-i)(2i)=2$,
\begin{equation}
w_H=\frac{L}{2}\delta,\qquad
L=\frac{16\pi}{\Omega}\sum_{\mathbf G\ne0}
\frac{\sin^2(G_zd/2)}{G^2}e^{-\sigma^2G^2}>0 .
\label{eq:L}
\end{equation}
The term $\mathbf G=0$ is absent because it belongs to the macroscopic field, already counted in $F$. Direct summation gives $L=0.2958$ hartree.

Inserting $w=Fd+L\delta/2$ into \eqref{eq:bare} and collecting $\delta$,
\begin{equation}
\delta=-\frac{2}{E}\left(Fd+\frac{L\delta}{2}\right)
\;\Rightarrow\;(E+L)\delta=-2Fd,
\end{equation}
so that $\varepsilon_{\rm RPA}=1+S/(E+L)$. The local field opposes the charge transfer and lowers $\varepsilon$.

\subsection{The tempting last step}

Take the ground state without exchange, where $E=\Delta_0$. Then
\begin{align}
\varepsilon_{\rm IP}&=1+\frac{0.4721}{0.2000}=3.360,
&\frac1{\varepsilon_{\rm IP}}&=0.298,\\
\varepsilon_{\rm RPA}&=1+\frac{0.4721}{0.4958}=1.952,
&\frac1{\varepsilon_{\rm RPA}}&=0.512.
\end{align}
The exchange kernel is proportional to $\alpha$, which is zero in this ground state, so XK gives $0.512$ as well. Equation \eqref{eq:gap} then yields gaps of $0.313$ hartree for IP and $0.395$ hartree for both RPA and XK. The conclusion would be that the exchange kernel does not matter.

\section{Where it fails}

The formulas up to the last step are sound. The fault is that $\varepsilon$ was computed at $\alpha=0$ while the gap was computed at $\alpha=0.298$ or $0.512$. Two different Hamiltonians have been used, and \eqref{eq:condition} is not satisfied. The equality of RPA and XK follows from the starting point: at $\alpha=0$ there is no exchange potential that could respond. The numbers are a first iteration towards \eqref{eq:condition}, and they cannot show what the kernel does at the solution.

\section{Right solution}

\subsection{The exchange response}

In the field, $P_{AA}=\frac12+\frac{\delta}{4}$ and $P_{BB}=\frac12-\frac{\delta}{4}$ for each spin. The diagonal exchange terms therefore differ by
\begin{equation}
w_x=-\alpha U(P_{AA}-P_{BB})=-\frac{\alpha U}{2}\delta .
\end{equation}
The off-diagonal element does not change at first order. One occupied orbital per spin implies $P_{AB}^2=P_{AA}P_{BB}$, hence $P_{AB}=\frac12\sqrt{1-\delta^2/4}$. With $w=Fd+w_H+w_x$, equation \eqref{eq:bare} becomes
\begin{equation}
(E+L-\alpha U)\,\delta=-2Fd .
\end{equation}
All three levels thus have the form $\varepsilon=1+S/D$, with
\begin{align}
D_{\rm IP}&=\Delta_0+\alpha V,\\
D_{\rm RPA}&=\Delta_0+L+\alpha V,\\
D_{\rm XK}&=\Delta_0+L-\alpha(U-V).
\end{align}

Exchange acts twice. It opens the gap by $\alpha V$, and its response to the charge transfer lowers $D$ by $\alpha U$. Of this, $\alpha(U+V)/2$ is the direct attraction between an electron in the antibonding level and a hole in the bonding level; the remaining $\alpha(U-V)/2$ comes from the other exchange terms in the response. Because $\operatorname{erf}x<2x/\sqrt\pi$ for $x>0$, $V<U$ and the response outweighs the wider gap. As $\alpha$ grows, $\varepsilon_{\rm XK}$ rises while $\varepsilon_{\rm RPA}$ falls. At a common $\alpha=0.25$ the gap is $0.295$ hartree at every level, yet $\varepsilon$ is $2.60$ (IP), $1.80$ (RPA) and $2.09$ (XK).

\subsection{The self-consistent fraction}

Write $D=D_0+c\alpha$. Condition \eqref{eq:condition} reads $\alpha=D/(D+S)$, or
\begin{equation}
\alpha(D_0+c\alpha+S)=D_0+c\alpha .
\end{equation}
Collecting powers of $\alpha$,
\begin{equation}
f(\alpha)=c\alpha^2+b\alpha-D_0=0,\qquad b=D_0+S-c .
\end{equation}
Since $f(0)=-D_0<0$ and $f(1)=S>0$, the quadratic has one root between 0 and 1. For $c>0$ the other root is negative; for $c<0$ it lies above 1. In both cases the wanted root is $(-b+\sqrt{b^2+4cD_0})/2c$. Multiplying numerator and denominator by $b+\sqrt{b^2+4cD_0}$ gives
\begin{equation}
\alpha=\frac{2D_0}{b+\sqrt{b^2+4cD_0}} .
\end{equation}

For IP, $D_0=0.2000$, $c=V=0.3802$ and $b=0.2919$. For RPA, $D_0=0.4958$, $c=0.3802$ and $b=0.5877$. For XK, $D_0=0.4958$, $c=V-U=-0.2467$ and $b=1.2145$. Hence
\begin{align}
\alpha_{\rm IP}&=\frac{0.4000}{0.2919+0.6240}=0.437,\\
\alpha_{\rm RPA}&=\frac{0.9916}{0.5877+1.0485}=0.606,\\
\alpha_{\rm XK}&=\frac{0.9916}{1.2145+0.9929}=0.449 .
\end{align}
The dielectric constants and gaps follow:
\begin{center}
\begin{tabular}{lcccc}
level & $\varepsilon$ & $\alpha$ & gap (hartree) & gap (eV)\\
IP & 2.29 & 0.437 & 0.366 & 9.96\\
RPA & 1.65 & 0.606 & 0.430 & 11.71\\
XK & 2.23 & 0.449 & 0.371 & 10.09
\end{tabular}
\end{center}

\section{Reading the numbers}

The kernel that seemed irrelevant lowers the gap by $0.060$ hartree ($1.62$ eV) relative to RPA. Self-consistency moves the two fractions in opposite directions from their common first value of $0.512$: RPA goes up to $0.606$ because the wider gap weakens the screening, and XK goes down to $0.449$ because the exchange response outweighs the wider gap and strengthens the screening.

XK and IP differ by only $0.13$ eV. This is a near cancellation. Their denominators differ by $L-\alpha U$, which vanishes at $\alpha=L/U=0.472$, close to $\alpha_{\rm XK}$. At the XK solution the difference is $0.2958-0.4492\times0.6269=0.014$ hartree. Agreement between IP and XK in this example does not mean that local fields and exchange are each small.

The order of the fractions can be derived. For IP and RPA, $D+S>0$ on the whole interval, so $\alpha-1/\varepsilon(\alpha)$ has the sign of $f$: negative below the root and positive above it. At $\alpha_{\rm XK}$ one has $D_{\rm XK}<D_{\rm RPA}$, hence $1/\varepsilon_{\rm RPA}>\alpha_{\rm XK}$, and so $\alpha_{\rm XK}<\alpha_{\rm RPA}$. If also $\alpha_{\rm XK}<L/U$, as here, then $D_{\rm IP}<D_{\rm XK}$ at that point, and the same argument gives $\alpha_{\rm IP}<\alpha_{\rm XK}$. If $\alpha_{\rm XK}>L/U$, IP and XK change places. The gaps follow the fractions through \eqref{eq:gap}.

\section{Limits and validity}

\paragraph{Weak feedback.} If $S$ is much larger than $D_0$ and $|c|$, the root is $\alpha\simeq D_0/S$ to leading order. RPA and XK share $D_0$ and agree at this order; the kernel enters as a correction $-UD_0/S^2$. The first-iteration result is then adequate. In the example $S$ is comparable to $D_0$, and it is not. The limit is mainly a check of the formula: for $d\le a/2$ the ratio $S/V=4\pi(d/a)^3/\operatorname{erf}(d/2\sigma)$ is large only if $\sigma\gg d$, where neglecting the overlap of the orbitals is no longer justified.

\paragraph{Separated dimers.} For $a\to\infty$, $S\to0$ and
\begin{equation}
f(\alpha)\to(\alpha-1)(c\alpha+D_0).
\end{equation}
The sum in \eqref{eq:L} becomes an integral, with $L\to2(U-V)$, so $D_0+c>0$ at all three levels and $\alpha\to1$: nothing is left to screen the exchange. This presumes that the nonmagnetic state survives, which is a separate condition.

\paragraph{Stability.} Apply opposite site-energy differences $\pm w$ to the two spins. The total charge does not move, so there is no Hartree feedback. For one spin, $\delta_s=P_{AA}-P_{BB}$ obeys
\begin{equation}
\delta_s=-\frac{w-\alpha U\delta_s}{E}
\;\Rightarrow\;(E-\alpha U)\,\delta_s=-w .
\end{equation}
The nonmagnetic state requires $E-\alpha U>0$, that is, $\alpha<\Delta_0/(U-V)=0.81$ for these parameters. At the three solutions $E-\alpha U$ is $0.092$ (IP), $0.051$ (RPA) and $0.089$ hartree (XK), so the condition holds. It would fail on the way to $\alpha=1$ if the same dimers were pulled apart.

\paragraph{What the model leaves out.} Zero differential overlap and the absence of hopping between cells are assumptions of the model, not consequences of the chosen lengths. Nodeless orbitals $\sqrt{g}$ at a distance $R$ overlap by $e^{-R^2/8\sigma^2}$, which is $0.38$ within a dimer and $0.25$ between the nearest sites of neighboring dimers along $z$. Real orbitals of this size would form dispersive bands, so the numbers illustrate the feedback and do not predict a crystal. The sites cannot polarize along $x$ or $y$, so $\varepsilon$ is one component of a tensor. Setting $\alpha=1/\varepsilon$ applies a macroscopic screening factor to exchange inside one dimer, which is an assumption of the hybrid. The semilocal kernel and correlation beyond the mean field are absent. The comparison shows how the three levels differ; it does not establish which gap is closest to that of the interacting crystal.
